# Hydrogen's mean excitation energy from bound and continuum oscillator strengths: a numerical check

```python
"""Mean excitation energy I of the free hydrogen atom in its ground state.

Result under test: I = (1/2) exp(Lambda) hartree, about 15.0 eV, where
Lambda = sum over the whole dipole spectrum of f * ln(2 omega).
omega: excitation energy from 1s (hartree); f: dipole oscillator strength;
n: principal quantum number of a bound p state; k: continuum wave number.
The nucleus is fixed and the atom non-relativistic unless stated otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
LAST_N = 2000


def bound_energy(n):
    return 0.5 * (1.0 - 1.0 / n**2)


def bound_strength(n):
    """Closed form, arranged to avoid overflow at large n."""
    return (256.0 / 3.0 / n**3 / (1.0 - 1.0 / n**2)**4
            * np.exp(-4.0 * n * np.arctanh(1.0 / n)))


def continuum_density(k):
    """df/domega per hartree."""
    return (256.0 / 3.0 / (1.0 + k * k)**4
            * np.exp(-4.0 * np.arctan(k) / k)
            / (-np.expm1(-2.0 * np.pi / k)))


def integrate(function, low, high):
    return quad(function, low, high, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def bound_sum(weight):
    """Explicit sum to LAST_N, then midpoint integral for the Rydberg tail."""
    n = np.arange(2, LAST_N + 1, dtype=float)
    explicit = np.sum(bound_strength(n) * weight(bound_energy(n)))

    def tail(x):
        return bound_strength(1.0 / x) * weight(bound_energy(1.0 / x)) / x**2

    return explicit + integrate(tail, 0.0, 1.0 / (LAST_N + 0.5))


def continuum_sum(weight):
    def integrand(k):
        return k * continuum_density(k) * weight(0.5 * (1.0 + k * k))
    return integrate(integrand, 0.0, 1.0) + integrate(integrand, 1.0, np.inf)


def bound_strength_by_quadrature(n):
    """Oscillator strength from its definition, numerically normalized."""
    def u(r):
        return r**2 * np.exp(-r / n) * eval_genlaguerre(n - 2, 3, 2 * r / n)
    end = 45.0 * n
    norm = integrate(lambda r: u(r)**2, 0.0, end)
    dipole = integrate(lambda r: u(r) * 2.0 * r**2 * np.exp(-r), 0.0, 60.0)
    return 2.0 / 3.0 * bound_energy(n) * dipole**2 / norm


def density_by_quadrature(k):
    """Continuum density from energy-normalized regular Coulomb waves."""
    nodes, weights = np.polynomial.legendre.leggauss(160)
    r = 22.5 * (nodes + 1.0)
    wave = np.array([float(mp.re(mp.coulombf(1, -1.0 / k, k * x)))
                     for x in r])
    wave *= np.sqrt(2.0 / (np.pi * k))
    dipole = 22.5 * np.sum(weights * wave * 2.0 * r**2 * np.exp(-r))
    return 2.0 / 3.0 * 0.5 * (1.0 + k * k) * dipole**2


def sturmian_result(size):
    """Return I and total strength from p-wave diagonalization.

    Basis functions are r^2 exp(-r) L_j^3(2r), orthonormal with weight 1/r.
    """
    j = np.arange(size, dtype=float)
    side = -0.5 * np.sqrt((j[:-1] + 1.0) * (j[:-1] + 4.0))
    overlap = np.diag(j + 2.0) + np.diag(side, 1) + np.diag(side, -1)
    hamiltonian = np.diag(j + 1.0) - 0.5 * overlap
    energies, vectors = eigh(hamiltonian, overlap)
    # r*u_1s = 2 r^2 exp(-r) = sqrt(3/2) times the first basis function
    dipoles = vectors.T @ (np.sqrt(1.5) * overlap[:, 0])
    omega = energies + 0.5
    strengths = 2.0 / 3.0 * omega * dipoles**2
    total = np.sum(strengths)
    return np.exp(np.sum(strengths * np.log(omega)) / total), total


# Strength formulas against radial integrals.
for n in (2, 3, 4, 7):
    assert abs(bound_strength_by_quadrature(n) / bound_strength(n) - 1) < 1e-8
density_checks = []
for k in (0.3, 1.0, 3.0):
    direct = density_by_quadrature(k)
    density_checks.append((k, direct, continuum_density(k)))
    assert abs(direct / continuum_density(k) - 1) < 1e-6

# The bound spectrum joins the continuum at threshold.
threshold = 256.0 / 3.0 * np.exp(-4.0)
assert abs(LAST_N**3 * bound_strength(float(LAST_N)) - threshold) < 2e-5
assert abs(continuum_density(1e-3) - threshold) < 2e-5

# Full-spectrum moments against ground-state expectation values.
moments = {}
for power, expected in ((0, 1.0), (1, 2.0 / 3.0), (-1, 2.0), (-2, 4.5)):
    def power_weight(w, p=power):
        return w**float(p)
    moments[power] = bound_sum(power_weight) + continuum_sum(power_weight)
    assert abs(moments[power] - expected) < 1e-8


def one(w):
    return 1.0 + 0.0 * w


def log_weight(w):
    return np.log(2.0 * w)


f_bound, f_cont = bound_sum(one), continuum_sum(one)
log_bound, log_cont = bound_sum(log_weight), continuum_sum(log_weight)
log_total = log_bound + log_cont
mean_energy = 0.5 * np.exp(log_total / (f_bound + f_cont))
mean_ev = mean_energy * HARTREE_EV
lower = moments[0] / moments[-1]
upper = moments[1] / moments[0]
assert lower < mean_energy < upper

# Complete result against diagonalization without the strength formulas.
sturmian = {size: sturmian_result(size) for size in (5, 10, 20, 80)}
for value, total in sturmian.values():
    assert abs(total - 1.0) < 1e-9
assert abs(sturmian[80][0] / mean_energy - 1.0) < 1e-7
assert abs(mean_ev - 15.0) < 0.05

mass_ratio = constants.m_e / constants.m_p
moving_ev = mean_ev / (1.0 + mass_ratio)
assert abs(moving_ev - 15.0) < 0.05

print(f"Hartree energy: {HARTREE_EV:.6f} eV")
print(f"Ionization energy, fixed nucleus: {0.5 * HARTREE_EV:.4f} eV")
for n in range(2, 6):
    print(f"n={n}: excitation energy {bound_energy(n) * HARTREE_EV:.4f} eV, "
          f"f = {bound_strength(n):.6f} (dimensionless)")
rest = f_bound - sum(bound_strength(n) for n in range(2, 6))
print(f"Bound strength from n=6 upward: {rest:.6f} (dimensionless)")
print(f"Total bound strength: {f_bound:.6f} (dimensionless)")
print(f"Continuum strength: {f_cont:.6f} (dimensionless)")
print(f"Threshold density: {threshold / HARTREE_EV:.6f} per eV")
for k, direct, formula in density_checks:
    print(f"k={k:.1f} a.u.: df/domega direct {direct:.8f}, "
          f"formula {formula:.8f} per hartree")
for power, value in moments.items():
    print(f"Sum of f*omega^({power}): {value:.9f} a.u.")
print(f"Lambda, bound part: {log_bound:.6f} (dimensionless)")
print(f"Lambda, continuum part: {log_cont:.6f} (dimensionless)")
print(f"Lambda, total: {log_total:.6f} (dimensionless)")
print(f"Lower bound on I: {lower * HARTREE_EV:.4f} eV")
print(f"Upper bound on I: {upper * HARTREE_EV:.4f} eV")
print(f"Mean excitation energy I: {mean_ev:.4f} eV")
print(f"Mean excitation energy I: {mean_energy:.6f} hartree")
bound_mean = 0.5 * np.exp(log_bound / f_bound) * HARTREE_EV
cont_mean = 0.5 * np.exp(log_cont / f_cont) * HARTREE_EV
print(f"Logarithmic mean, bound part only: {bound_mean:.4f} eV")
print(f"Logarithmic mean, continuum only: {cont_mean:.4f} eV")
for size, (value, total) in sturmian.items():
    print(f"Sturmian check, {size} functions: I = "
          f"{value * HARTREE_EV:.7f} eV")
print(f"Spectral integration for comparison: I = {mean_ev:.7f} eV")
print(f"Electron-to-proton mass ratio: {mass_ratio:.6e} (dimensionless)")
print(f"I with finite proton mass: {moving_ev:.4f} eV")
print("all assertions hold")
```

Printed output:

```
Hartree energy: 27.211386 eV
Ionization energy, fixed nucleus: 13.6057 eV
n=2: excitation energy 10.2043 eV, f = 0.416197 (dimensionless)
n=3: excitation energy 12.0939 eV, f = 0.079102 (dimensionless)
n=4: excitation energy 12.7553 eV, f = 0.028991 (dimensionless)
n=5: excitation energy 13.0615 eV, f = 0.013938 (dimensionless)
Bound strength from n=6 upward: 0.026776 (dimensionless)
Total bound strength: 0.565004 (dimensionless)
Continuum strength: 0.434996 (dimensionless)
Threshold density: 0.057437 per eV
k=0.3 a.u.: df/domega direct 1.24080924, formula 1.24080924 per hartree
k=1.0 a.u.: df/domega direct 0.23090543, formula 0.23090543 per hartree
k=3.0 a.u.: df/domega direct 0.00184043, formula 0.00184043 per hartree
Sum of f*omega^(0): 1.000000000 a.u.
Sum of f*omega^(1): 0.666666667 a.u.
Sum of f*omega^(-1): 2.000000000 a.u.
Sum of f*omega^(-2): 4.500000000 a.u.
Lambda, bound part: -0.131934 (dimensionless)
Lambda, continuum part: 0.228916 (dimensionless)
Lambda, total: 0.096982 (dimensionless)
Lower bound on I: 13.6057 eV
Upper bound on I: 18.1409 eV
Mean excitation energy I: 14.9913 eV
Mean excitation energy I: 0.550920 hartree
Logarithmic mean, bound part only: 10.7723 eV
Logarithmic mean, continuum only: 23.0286 eV
Sturmian check, 5 functions: I = 14.9823684 eV
Sturmian check, 10 functions: I = 14.9907955 eV
Sturmian check, 20 functions: I = 14.9912793 eV
Sturmian check, 80 functions: I = 14.9913014 eV
Spectral integration for comparison: I = 14.9913014 eV
Electron-to-proton mass ratio: 5.446170e-04 (dimensionless)
I with finite proton mass: 14.9831 eV
all assertions hold
```
